# Why a cusp error defeats Krylov methods and how scaling repairs it: a program that tests the result

```python
# Result under test: for H = -1/2 Laplacian - Z/r and a start exp(-alpha r) with
# alpha != Z, the third moment of H is infinite, so Krylov and moment methods
# get no correction, while the scaled operator r(H - E) generates only
# r^j exp(-alpha r), with finite matrix elements and geometric convergence.
# Symbols: Z nuclear charge, alpha exponent, beta = alpha - Z cusp error,
# h grid spacing, k wave number, t imaginary time, E0 = <H> in the start.
# Hartree atomic units throughout.
import numpy as np
import sympy as sp
from mpmath import mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import eval_genlaguerre

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
r = sp.symbols("r", positive=True)
Zq, aq = sp.Integer(2), sp.Rational(5, 2)
bq = aq - Zq
Z, alpha, beta = float(Zq), float(aq), float(bq)
exact = -Z**2 / 2


# ---- exact algebra: a function p(r) exp(-alpha r) is stored as p ----
def h_factor(p):
    dp = sp.diff(p, r)
    lap = sp.diff(p, r, 2) - 2*aq*dp + aq**2*p + 2*(dp - aq*p)/r
    return sp.expand(-lap/2 - Zq*p/r)


def scaled_factor(p, energy):
    return sp.expand(r*(h_factor(p) - energy*p))


def integral(q):
    """Integral over r from 0 to infinity of q(r) exp(-2 alpha r)."""
    terms = sp.Poly(sp.expand(q), r).terms()
    return sum(c*sp.factorial(m[0])/(2*aq)**(m[0] + 1) for m, c in terms)


one = sp.Integer(1)
norm_wrong = integral(r**2)
h_one = h_factor(one)
E0q = integral(r**2*h_one)/norm_wrong
second_q = integral(r**2*h_one**2)/norm_wrong
variance_q = second_q - E0q**2
assert E0q == aq**2/2 - Zq*aq
assert variance_q == aq**2*bq**2
E0, variance = float(E0q), float(variance_q)

# start that obeys the cusp condition but is not exact
good = 1 + bq*r
norm_good = integral(r**2*good**2)
h_good = h_factor(good)
hh_good = h_factor(h_good)
grad_good = sp.diff(h_good, r) - aq*h_good
good_third = float(integral(r**2*grad_good**2/2 - Zq*r*h_good**2)/norm_good)
good_fourth = float(integral(r**2*hh_good**2)/norm_good)


# ---- spectral measure of both starts from Coulomb-wave overlaps ----
def overlap_squared(laplace, denom, start):
    if start == "wrong":
        return (2*beta*laplace/denom)**2/float(norm_wrong)
    return (4*beta**2*(2*alpha - Z)*laplace/denom**2)**2/float(norm_good)


def continuum_density(k, start):
    denom = alpha**2 + k**2
    laplace = np.exp(-2*Z/k*np.arctan(k/alpha))/denom
    slope_squared = 4*Z*k/(-np.expm1(-2*np.pi*Z/k))
    return slope_squared*overlap_squared(laplace, denom, start)


def spectral_measure(start):
    n = np.arange(1, 200001)
    kap = Z/n
    denom = alpha**2 - kap**2
    laplace = np.exp(n*np.log((alpha - kap)/(alpha + kap)))/denom
    bound = 4*kap**3*overlap_squared(laplace, denom, start)
    ds = 0.01
    k = np.exp(np.arange(-16, 32, ds))
    free = continuum_density(k, start)*k*ds
    return np.r_[-kap**2/2, k**2/2], np.r_[bound, free]


energy, weight = spectral_measure("wrong")
for power, direct in enumerate((1.0, E0, float(second_q))):
    assert abs(np.sum(weight*energy**power) - direct) < 1e-8
ground_weight = weight[0]
en_good, w_good = spectral_measure("good")
assert abs(np.sum(w_good) - 1) < 1e-8
good_third_spec = np.sum(w_good*en_good**3)
assert abs(good_third_spec/good_third - 1) < 1e-7
assert abs(np.sum(w_good*en_good**4)/good_fourth - 1) < 1e-7

tail = {}
for start, expected in (("wrong", 6), ("good", 10)):
    pair = continuum_density(np.array([1e4, 2e4]), start)
    tail[start] = np.log2(pair[0]/pair[1])
    assert abs(tail[start] - expected) < 0.01
K = 1000.0
slope_K = quad(lambda k: (k**2/2)**3*continuum_density(k, "wrong"),
               K, 2*K)[0]/K
slope_K_law = 4/np.pi*alpha**3*beta**2
assert abs(slope_K/slope_K_law - 1) < 0.01   # next term is of order 1/K

# ---- imaginary time: a 3/2 power in t, yet convergence at long time ----
t = 1e-7
x = t*energy
time_coeff = np.sum(weight*energy*(np.expm1(-x) + x))/t**1.5
time_law = 32/(3*np.sqrt(np.pi))*alpha**3*beta**2/2**1.5
assert abs(time_coeff/time_law - 1) < 0.01   # next term: sqrt(t) log(t)
long_time = 10.0
damp = weight*np.exp(-long_time*(energy - exact))
E_long = np.sum(damp*energy)/np.sum(damp)
assert abs(E_long - exact) < 1e-6

# ---- a Gaussian start shows the same divergence outside a small ball ----
gauss = sp.exp(-r**2/2)
h_gauss = sp.expand(-(sp.diff(gauss, r, 2) + 2*sp.diff(gauss, r)/r)/2
                    - Zq*gauss/r)
form = sp.lambdify(r, r**2*(sp.diff(h_gauss, r)**2/2 - Zq*h_gauss**2/r))
ball = 1e-4
outside = 4*np.pi*quad(lambda s: form(np.exp(s))*np.exp(s),
                       np.log(ball), np.log(12.0), limit=400)[0]
cusp_defect = float(sp.diff(gauss, r).subs(r, 0) + Zq*gauss.subs(r, 0))
gauss_ratio = outside*ball/(2*np.pi*cusp_defect**2)
assert abs(gauss_ratio - 1) < 0.01           # logarithmic correction


# ---- Krylov method on radial grids ----
def lowest(diagonal, off):
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def make_grid(h, box=15.0):
    rad = h*np.arange(1, int(round(box/h)))
    return rad, 1/h**2 - Z/rad, -0.5/h**2


def apply_h(v, diagonal, hop):
    out = diagonal*v
    out[1:] += hop*v[:-1]
    out[:-1] += hop*v[1:]
    return out


def lanczos(h, dims):
    rad, diagonal, hop = make_grid(h)
    q = rad*np.exp(-alpha*rad)
    q /= np.linalg.norm(q)
    vectors = np.zeros((dims, len(rad)))
    a, b = [], []
    for j in range(dims):
        vectors[j] = q
        w = apply_h(q, diagonal, hop)
        a.append(q @ w)
        for _ in range(2):
            w -= vectors[:j + 1].T @ (vectors[:j + 1] @ w)
        b.append(np.linalg.norm(w))
        q = w/b[-1]
    return np.array(a), np.array(b)


def scaled_two_vectors(h):
    rad, diagonal, hop = make_grid(h)
    u = rad*np.exp(-alpha*rad)
    u /= np.linalg.norm(u)
    hu = apply_h(u, diagonal, hop)
    basis = np.array([u, rad*(hu - (u @ hu)*u)])
    h_basis = np.array([apply_h(v, diagonal, hop) for v in basis])
    ham = basis @ h_basis.T
    return eigh((ham + ham.T)/2, basis @ basis.T, eigvals_only=True)[0]


rows = []
for h in (0.05, 0.005, 0.0005):
    a, b = lanczos(h, 5)
    third = b[0]**2*(a[1] - a[0])
    rows.append((h, third, a[0] - lowest(a[:2], b[:1]),
                 a[0] - lowest(a, b[:4]), b[0]**4/third,
                 scaled_two_vectors(h)))
third_law = 2*alpha**3*beta**2
lower_law = alpha*beta**2/2
dev_third = [abs(row[0]*row[1]/third_law - 1) for row in rows]
dev_lower = [abs(row[2]/row[0]/lower_law - 1) for row in rows]
# corrections are of order h log(h): a few percent on the finest grid
assert dev_third[2] < 0.04 and dev_third[2] < dev_third[1]
assert dev_lower[2] < 0.04 and dev_lower[2] < dev_lower[1]
assert rows[2][3] < rows[1][3] < rows[0][3]
assert rows[2][3] < 0.1*rows[0][3]

target = 1e-6
counts = []
for h in (0.05, 0.025, 0.0125):
    rad, diagonal, hop = make_grid(h)
    grid_ground = lowest(diagonal, np.full(len(rad) - 1, hop))
    dims = int(round(6/h))
    a, b = lanczos(h, dims)
    needed = next(m for m in range(2, dims + 1)
                  if lowest(a[:m], b[:m - 1]) - grid_ground < target)
    counts.append((h, needed))
assert counts[1][1] > 1.3*counts[0][1] and counts[2][1] > 1.3*counts[1][1]

# ---- scaled operator: regular functions, finite moments ----
kappa = np.sqrt(-2*E0)
tau = (alpha - kappa)/(alpha + kappa)
n = np.arange(1, 201)
sturm_weight = (1 - tau**2)**2*n*tau**(2*n - 2)
p = one
scaled_moments = []
for power in range(9):
    assert sp.Poly(p, r).degree() == power   # also excludes negative powers
    direct = float(integral(r*p)/integral(r))
    summed = np.sum(sturm_weight*(n*kappa - Z)**power)
    assert abs(direct - summed) < 1e-9*max(1, abs(direct))
    scaled_moments.append(direct)
    p = scaled_factor(p, E0q)
assert sp.expand(scaled_factor(one, -aq**2/2) - bq) == 0   # stalled case

step = scaled_factor(one, E0q)
assert sp.expand(step - bq*(1 - aq*r)) == 0


def energy_along_step(c):
    psi = 1 + c*step
    return integral(r**2*psi*h_factor(psi))/integral(r**2*psi**2)


c = sp.Rational(1, 10000)
gradient = float((energy_along_step(c) - energy_along_step(-c))/(2*c))
assert abs(gradient - alpha*beta**2) < 1e-5


# ---- Ritz energies in the generated space ----
def ritz_excess(order):
    with mp.workdps(200):
        al, zz, size = mp.mpf(alpha), mp.mpf(Z), order + 1
        J = [mp.factorial(m)/(2*al)**(m + 1) for m in range(2*order + 3)]
        S, M = mp.matrix(size, size), mp.matrix(size, size)
        for i in range(size):
            for j in range(size):
                s = i + j
                S[i, j] = J[s + 2]
                M[i, j] = ((i*j*J[s] - al*s*J[s + 1] + al**2*J[s + 2])/2
                           - zz*J[s + 1] + zz**2/2*J[s + 2])
        v = mp.matrix(size, 1)
        v[0] = 1
        for _ in range(8):
            v = mp.lu_solve(M, S*v)
            v = v/max(abs(entry) for entry in v)
        return (v.T*M*v)[0]/(v.T*S*v)[0]


excess = [float(ritz_excess(order)) for order in range(6)]
assert abs(excess[0] - (E0 - exact)) < 1e-12
assert all(excess[i + 1] < excess[i] for i in range(5))
assert abs(rows[2][5] - (exact + excess[1])) < 2e-5   # grid error ~ h^2
scaled_order = next(i for i, e in enumerate(excess) if e < target)
q = (Z - alpha)/(Z + alpha)
big = 24
e1, e2, e3 = (ritz_excess(big + i) for i in range(3))
rate = float((big + 1)*e3/e2 - big*e2/e1)    # removes the 1/n correction
assert abs(rate/q**2 - 1) < 0.03
points = np.array([0.1, 1.0, 3.0])
series = sum((1 - q)**3*q**j*eval_genlaguerre(j, 2, 2*alpha*points)
             for j in range(41))*np.exp(-alpha*points)
assert np.max(np.abs(series - np.exp(-Z*points))) < 1e-11

# ---- irregular solution: obeys the scaled equation away from r = 0 ----
with mp.workdps(30):
    E_irr = mp.mpf(-1)
    kap_irr = mp.sqrt(-2*E_irr)

    def irregular(rad):
        return mp.whitw(Z/kap_irr, mp.mpf(1)/2, 2*kap_irr*rad)

    at = mp.mpf("0.7")
    residual = (mp.diff(irregular, at, 2)
                - (kap_irr**2 - 2*Z/at)*irregular(at))
    assert abs(residual) < 1e-8
    origin_value = float(irregular(mp.mpf("1e-8")))
assert abs(origin_value) > 0.1

print(f"Z = {Z:.0f}, alpha = {alpha} bohr^-1, beta = {beta} bohr^-1")
print(f"start energy E0 = {E0:.6f} hartree = {E0*HARTREE_EV:.4f} eV")
print(f"exact energy = {exact:.6f} hartree = {exact*HARTREE_EV:.4f} eV")
print(f"second moment = {float(second_q):.6f} hartree^2")
print(f"variance = {variance:.6f} hartree^2")
print(f"weight of exact ground state in start = {ground_weight:.6f}")
print(f"tail power of k, cusp-violating start = {-tail['wrong']:.4f}")
print(f"tail power of k, cusp-obeying start = {-tail['good']:.4f}")
print(f"third moment per cutoff K, computed = {slope_K:.4f} hartree^3 bohr")
print(f"third moment per cutoff K, law = {slope_K_law:.4f} hartree^3 bohr")
print(f"cusp-obeying start: third moment = {good_third:.6f} hartree^3")
print(f"cusp-obeying start: fourth moment = {good_fourth:.6f} hartree^4")
print(f"Gaussian start: computed/predicted divergence = {gauss_ratio:.4f}")
print(f"t^(3/2) coefficient at t = {t:.0e} a.u.: {time_coeff:.4f} a.u.")
print(f"t^(3/2) coefficient, law: {time_law:.4f} a.u.")
print(f"imaginary-time energy at t = {long_time:.0f} a.u.: "
      f"{E_long:.8f} hartree")
print(f"law: h * central third moment -> {third_law:.4f} hartree^3 bohr")
print(f"law: two-vector lowering / h -> {lower_law:.4f} hartree/bohr")
for h, third, low2, low5, cmx, scaled in rows:
    print(f"grid h = {h} bohr: central third moment = {third:.2f} hartree^3")
    print(f"  Krylov lowering, 2 vectors = {low2:.6f} hartree")
    print(f"  Krylov lowering, 5 vectors = {low5:.6f} hartree")
    print(f"  connected-moment lowering = {cmx:.6f} hartree")
    print(f"  scaled energy, 2 vectors = {scaled:.6f} hartree")
for h, needed in counts:
    print(f"Lanczos vectors for excess < {target:.0e} hartree, "
          f"h = {h} bohr: {needed}")
print(f"scaled functions for the same excess: {scaled_order + 1}")
print(f"kappa = {kappa:.6f} bohr^-1, tau = {tau:.6f}")
print(f"third scaled moment = {scaled_moments[3]:.6f} (hartree bohr)^3")
print(f"eighth scaled moment = {scaled_moments[8]:.4f} (hartree bohr)^8")
print(f"dE/dC at C = 0: {gradient:.6f} a.u.")
for order, value in enumerate(excess):
    print(f"scaled order {order}: E = {exact + value:.10f} hartree, "
          f"excess = {value:.3e} hartree")
print(f"order 1 energy = {(exact + excess[1])*HARTREE_EV:.4f} eV")
print(f"convergence ratio: computed {rate:.6f}, q^2 = {q**2:.6f}")
print(f"irregular solution at E = {float(E_irr):.1f} hartree: "
      f"r*psi at nucleus = {origin_value:.4f} (arbitrary scale)")
print("every check passed")
```

Printed output:

```
Z = 2, alpha = 2.5 bohr^-1, beta = 0.5 bohr^-1
start energy E0 = -1.875000 hartree = -51.0213 eV
exact energy = -2.000000 hartree = -54.4228 eV
second moment = 5.078125 hartree^2
variance = 1.562500 hartree^2
weight of exact ground state in start = 0.963418
tail power of k, cusp-violating start = -5.9995
tail power of k, cusp-obeying start = -9.9995
third moment per cutoff K, computed = 4.9520 hartree^3 bohr
third moment per cutoff K, law = 4.9736 hartree^3 bohr
cusp-obeying start: third moment = -7.931731 hartree^3
cusp-obeying start: fourth moment = 17.270820 hartree^4
Gaussian start: computed/predicted divergence = 0.9967
t^(3/2) coefficient at t = 1e-07 a.u.: 8.2721 a.u.
t^(3/2) coefficient, law: 8.3113 a.u.
imaginary-time energy at t = 10 a.u.: -1.99999999 hartree
law: h * central third moment -> 7.8125 hartree^3 bohr
law: two-vector lowering / h -> 0.3125 hartree/bohr
grid h = 0.05 bohr: central third moment = 86.46 hartree^3
  Krylov lowering, 2 vectors = 0.017663 hartree
  Krylov lowering, 5 vectors = 0.057467 hartree
  connected-moment lowering = 0.017668 hartree
  scaled energy, 2 vectors = -1.991428 hartree
grid h = 0.005 bohr: central third moment = 1420.13 hartree^3
  Krylov lowering, 2 vectors = 0.001636 hartree
  Krylov lowering, 5 vectors = 0.006707 hartree
  connected-moment lowering = 0.001636 hartree
  scaled energy, 2 vectors = -1.996409 hartree
grid h = 0.0005 bohr: central third moment = 15410.45 hartree^3
  Krylov lowering, 2 vectors = 0.000158 hartree
  Krylov lowering, 5 vectors = 0.000639 hartree
  connected-moment lowering = 0.000158 hartree
  scaled energy, 2 vectors = -1.996459 hartree
Lanczos vectors for excess < 1e-06 hartree, h = 0.05 bohr: 73
Lanczos vectors for excess < 1e-06 hartree, h = 0.025 bohr: 144
Lanczos vectors for excess < 1e-06 hartree, h = 0.0125 bohr: 287
scaled functions for the same excess: 5
kappa = 1.936492 bohr^-1, tau = 0.127017
third scaled moment = 0.250000 (hartree bohr)^3
eighth scaled moment = 62.0586 (hartree bohr)^8
dE/dC at C = 0: 0.625000 a.u.
scaled order 0: E = -1.8750000000 hartree, excess = 1.250e-01 hartree
scaled order 1: E = -1.9964594259 hartree, excess = 3.541e-03 hartree
scaled order 2: E = -1.9999129685 hartree, excess = 8.703e-05 hartree
scaled order 3: E = -1.9999982024 hartree, excess = 1.798e-06 hartree
scaled order 4: E = -1.9999999666 hartree, excess = 3.336e-08 hartree
scaled order 5: E = -1.9999999994 hartree, excess = 5.773e-10 hartree
order 1 energy = -54.3264 eV
convergence ratio: computed 0.012383, q^2 = 0.012346
irregular solution at E = -1.0 hartree: r*psi at nucleus = -0.2720 (arbitrary scale)
every check passed
```
